# Composition and Residue of a Freely Evaporating Ideal Binary Melt: a numerical check

```python
"""Free evaporation of a well-mixed ideal binary melt A-B into vacuum.

Result under test: when the mole fraction x of A has fallen from x0 to x0/2,
the residual mole fraction of the melt is
    f = N/N0 = q * (q/2)**(1/(alpha-1)),   q = (1-x0)/(1-x0/2),
where alpha = kA/kB > 1 is the ratio of the one-way evaporation fluxes of the
pure liquids, k_i = a_i p_i / sqrt(2 pi m_i k T) (a_i: evaporation coefficient,
p_i: saturation pressure, m_i: particle mass, T: temperature).
The formula is compared with time integration of the two particle balances.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def pure_flux(pressure, mass, temperature):
    """Hertz-Knudsen flux in particles per m^2 and s, coefficient 1."""
    return pressure / np.sqrt(2 * np.pi * mass * const.k * temperature)


def flux_from_velocities(pressure, mass, temperature):
    """One-way flux from the Maxwell distribution of the normal velocity."""
    v_unit = np.sqrt(const.k * temperature / mass)
    density = pressure / (const.k * temperature)
    mean = quad(lambda s: s * np.exp(-s * s / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
    return density * v_unit * mean


def residual(x0, alpha):
    q = (1 - x0) / (1 - x0 / 2)
    return q * (q / 2) ** (1 / (alpha - 1))


def evaporate(x0, rate_a, rate_b, t_end, area=lambda total: 1.0):
    """Integrate amounts (in units of N0) until x = x0/2 or t_end."""
    def balance(t, n):
        total = n[0] + n[1]
        s = area(total)
        return [-s * rate_a * n[0] / total, -s * rate_b * n[1] / total]

    def halved(t, n):
        return n[0] / (n[0] + n[1]) - x0 / 2
    halved.terminal = True
    sol = solve_ivp(balance, (0, t_end), [x0, 1 - x0], method="DOP853",
                    events=halved, rtol=1e-10, atol=1e-13,
                    max_step=t_end / 300)
    assert sol.success
    return sol


def dry_time(x0, rate_a, rate_b):
    return x0 / rate_a + (1 - x0) / rate_b


# Model parameters
T = 1200.0
p_a, p_b = 0.1, 0.02
mass_a_u, mass_b_u = 100.0, 25.0
m_a, m_b = mass_a_u * const.atomic_mass, mass_b_u * const.atomic_mass
x0 = 0.4
amount0 = 1e-3          # mol
surface = 1e-4          # m^2
molar_volume = 1e-5     # m^3/mol
diffusivity = 1e-9      # m^2/s
cross_section = 5e-19   # m^2

# Hertz-Knudsen flux against the velocity integral
J_a, J_b = pure_flux(p_a, m_a, T), pure_flux(p_b, m_b, T)
assert np.isclose(J_a, flux_from_velocities(p_a, m_a, T), rtol=1e-8)
assert np.isclose(J_b, flux_from_velocities(p_b, m_b, T), rtol=1e-8)
alpha = J_a / J_b

# Worked example in physical time
rate_a = J_a * surface / (const.N_A * amount0)
rate_b = J_b * surface / (const.N_A * amount0)
t_dry = dry_time(x0, rate_a, rate_b)
flat = evaporate(x0, rate_a, rate_b, 0.999 * t_dry)
assert len(flat.t_events[0]) == 1
f = residual(x0, alpha)
x1 = x0 / 2
left_a, left_b = f * x1, f * (1 - x1)
t_half = (x0 - left_a) / rate_a + (1 - x0 - left_b) / rate_b
assert np.allclose(flat.y[:, -1], [left_a, left_b], rtol=1e-7)
assert np.isclose(flat.t[-1], t_half, rtol=1e-7)

# Power law between the two amounts along the whole path
assert np.allclose(flat.y[0] / x0, (flat.y[1] / (1 - x0)) ** alpha, rtol=1e-7)

# Composition integral, with the vapour composition taken from the fluxes
def vapour(x):
    return x * J_a / (x * J_a + (1 - x) * J_b)

log_f = quad(lambda x: 1 / (vapour(x) - x), x0, x1)[0]
assert np.isclose(np.exp(log_f), f, rtol=1e-8)
for x in (x0, x1):
    assert np.isclose(vapour(x), alpha * x / (1 + (alpha - 1) * x))
lost = np.array([x0, 1 - x0]) - flat.y[:, -1]
y_mean = (x0 - f * x1) / (1 - f)
assert np.isclose(lost[0] / lost.sum(), y_mean, rtol=1e-7)

# Residual mass from the integrated amounts
mean_mass0 = x0 * mass_a_u + (1 - x0) * mass_b_u
mean_mass1 = x1 * mass_a_u + (1 - x1) * mass_b_u
mass_left = f * mean_mass1 / mean_mass0
masses = np.array([mass_a_u, mass_b_u])
assert np.isclose(masses @ flat.y[:, -1] / (masses @ flat.y[:, 0]),
                  mass_left, rtol=1e-7)

# A shrinking drop leaves the same residue, but later
drop = evaporate(x0, rate_a, rate_b, 0.999 * t_dry,
                 area=lambda total: total ** (2 / 3))
assert len(drop.t_events[0]) == 1
assert np.isclose(drop.y[:, -1].sum(), f, rtol=1e-7)
assert drop.t[-1] > 1.05 * flat.t[-1]

# Other compositions and flux ratios, including the dilute limit
for start, ratio in ((0.1, 1.5), (0.8, 4.0), (0.95, 10.0), (1e-4, 2.5)):
    run = evaporate(start, ratio, 1.0, 0.999 * dry_time(start, ratio, 1.0))
    assert len(run.t_events[0]) == 1
    assert np.isclose(run.y[:, -1].sum(), residual(start, ratio), rtol=1e-6)
dilute_limit = 2 ** (-1 / (alpha - 1))
# the remaining deviation is of first order in the starting mole fraction
assert np.isclose(run.y[:, -1].sum(), dilute_limit, rtol=3e-4)

# The residue grows with the flux ratio, up to the limit of involatile B
ratios = (1.5, 2.5, 5.0, 20.0)
table = []
for ratio in ratios:
    run = evaporate(x0, ratio, 1.0, 0.999 * dry_time(x0, ratio, 1.0))
    assert len(run.t_events[0]) == 1
    table.append(run.y[:, -1].sum())
    assert np.isclose(table[-1], residual(x0, ratio), rtol=1e-6)
assert np.all(np.diff(table) > 0)
only_a = evaporate(x0, 1.0, 0.0, 3.0)
q = (1 - x0) / (1 - x0 / 2)
assert len(only_a.t_events[0]) == 1
assert np.isclose(only_a.y[:, -1].sum(), q, rtol=1e-7)
assert table[-1] < q
f_near_one = residual(x0, 1.1)
assert f_near_one < 1e-3

# Higher pressure but much heavier: A is enriched and never halves
heavy_p_ratio, heavy_m_ratio = 2.0, 9.0
heavy_alpha = (pure_flux(heavy_p_ratio * p_b, heavy_m_ratio * m_b, T)
               / pure_flux(p_b, m_b, T))
heavy = evaporate(x0, heavy_alpha, 1.0, 0.8 * dry_time(x0, heavy_alpha, 1.0))
x_heavy = heavy.y[0] / heavy.y.sum(axis=0)
assert heavy_alpha < 1 and len(heavy.t_events[0]) == 0
assert np.all(np.diff(x_heavy) > 0)
equal = evaporate(x0, 1.0, 1.0, 0.8)
assert np.allclose(equal.y[0] / equal.y.sum(axis=0), x0, rtol=1e-8)

# Rough checks of the assumptions of mixing and collisionless escape
depth = amount0 * molar_volume / surface
t_mix = depth ** 2 / diffusivity
p_total = x0 * p_a + (1 - x0) * p_b
free_path = const.k * T / (np.sqrt(2) * cross_section * p_total)
assert t_mix < 0.01 * t_half
assert free_path > 10 * np.sqrt(surface)

f_pressure_only = residual(x0, p_a / p_b)

print(f"temperature: {T:.0f} K")
print(f"saturation pressures A, B: {p_a:.2f}, {p_b:.2f} Pa")
print(f"particle masses A, B: {mass_a_u:.0f}, {mass_b_u:.0f} u")
print(f"initial amount: {amount0*1e3:.1f} mmol")
print(f"surface area: {surface*1e4:.1f} cm^2")
print(f"mole fraction of A, start and end: {x0:.2f}, {x1:.2f}")
print(f"pure flux A: {J_a:.4e} 1/(m^2 s)")
print(f"pure flux B: {J_b:.4e} 1/(m^2 s)")
print(f"rate A, S*J_A/N0: {rate_a:.4e} 1/s")
print(f"rate B, S*J_B/N0: {rate_b:.4e} 1/s")
print(f"flux ratio alpha: {alpha:.4f}")
print(f"q: {q:.4f}")
print(f"residual mole fraction f, formula: {f:.6f}")
print(f"residual f, time integration: {flat.y[:, -1].sum():.6f}")
print(f"residual f, composition integral: {np.exp(log_f):.6f}")
print(f"residual amount: {f*amount0*1e3:.4f} mmol")
print(f"A left / N0: {left_a:.4f}")
print(f"B left / N0: {left_b:.4f}")
print(f"part of initial A left: {left_a/x0:.4f}")
print(f"part of initial B left: {left_b/(1-x0):.4f}")
print(f"mean particle mass, start and end: {mean_mass0:.1f}, {mean_mass1:.1f} u")
print(f"residual mass fraction: {mass_left:.4f}")
print(f"vapour mole fraction of A at start: {vapour(x0):.4f}")
print(f"vapour mole fraction of A at end: {vapour(x1):.4f}")
print(f"mean mole fraction of A in all vapour: {y_mean:.4f}")
print(f"time, constant area, formula: {t_half:.1f} s = {t_half/3600:.3f} h")
print(f"time, constant area, integration: {flat.t[-1]:.1f} s")
print(f"time, shrinking drop, integration: {drop.t[-1]:.1f} s")
print(f"f if alpha were p_A/p_B = {p_a/p_b:.1f}: {f_pressure_only:.4f}")
for ratio, value in zip(ratios, table):
    print(f"f by integration at alpha = {ratio:.1f}: {value:.4f}")
print(f"f by formula at alpha = 1.1: {f_near_one:.2e}")
print(f"f by integration, B involatile: {only_a.y[:, -1].sum():.4f}")
print(f"dilute limit of f at example alpha: {dilute_limit:.4f}")
print(f"heavy A: pressure ratio {heavy_p_ratio:.0f}, mass ratio {heavy_m_ratio:.0f}")
print(f"heavy A: alpha = {heavy_alpha:.4f}")
print(f"heavy A: x from {x_heavy[0]:.4f} to {x_heavy[-1]:.4f}")
print(f"heavy A: N/N0 at that end: {heavy.y[:, -1].sum():.4f}")
print(f"chosen molar volume: {molar_volume*1e6:.0f} cm^3/mol")
print(f"chosen diffusivity: {diffusivity:.1e} m^2/s")
print(f"chosen collision cross-section: {cross_section*1e18:.1f} nm^2")
print(f"layer depth: {depth*1e3:.2f} mm")
print(f"diffusion time across layer: {t_mix:.1f} s")
print(f"pressure for free-path estimate: {p_total:.3f} Pa")
print(f"vapour mean free path, estimate: {free_path:.2f} m")
print("all good")
```

Running it gives:

```
temperature: 1200 K
saturation pressures A, B: 0.10, 0.02 Pa
particle masses A, B: 100, 25 u
initial amount: 1.0 mmol
surface area: 1.0 cm^2
mole fraction of A, start and end: 0.40, 0.20
pure flux A: 7.6059e+20 1/(m^2 s)
pure flux B: 3.0424e+20 1/(m^2 s)
rate A, S*J_A/N0: 1.2630e-04 1/s
rate B, S*J_B/N0: 5.0520e-05 1/s
flux ratio alpha: 2.5000
q: 0.7500
residual mole fraction f, formula: 0.390016
residual f, time integration: 0.390016
residual f, composition integral: 0.390016
residual amount: 0.3900 mmol
A left / N0: 0.0780
B left / N0: 0.3120
part of initial A left: 0.1950
part of initial B left: 0.5200
mean particle mass, start and end: 55.0, 40.0 u
residual mass fraction: 0.2836
vapour mole fraction of A at start: 0.6250
vapour mole fraction of A at end: 0.3846
mean mole fraction of A in all vapour: 0.5279
time, constant area, formula: 8249.9 s = 2.292 h
time, constant area, integration: 8249.9 s
time, shrinking drop, integration: 11048.2 s
f if alpha were p_A/p_B = 5.0: 0.5869
f by integration at alpha = 1.5: 0.1055
f by integration at alpha = 2.5: 0.3900
f by integration at alpha = 5.0: 0.5869
f by integration at alpha = 20.0: 0.7123
f by formula at alpha = 1.1: 4.12e-05
f by integration, B involatile: 0.7500
dilute limit of f at example alpha: 0.6300
heavy A: pressure ratio 2, mass ratio 9
heavy A: alpha = 0.6667
heavy A: x from 0.4000 to 0.5647
heavy A: N/N0 at that end: 0.1872
chosen molar volume: 10 cm^3/mol
chosen diffusivity: 1.0e-09 m^2/s
chosen collision cross-section: 0.5 nm^2
layer depth: 0.10 mm
diffusion time across layer: 10.0 s
pressure for free-path estimate: 0.052 Pa
vapour mean free path, estimate: 0.45 m
all good
```
